# Radiative correction to the Zemach hyperfine term for dipole form factors: a numerical check

```python
# Result under test: for a heavy nucleus with dipole form factors
# G(k) = (1 + k^2/Lambda^2)^(-2), one-loop QED multiplies the Zemach term
# -2 Z alpha m r_Z of the s-state hyperfine splitting by 1 + delta,
#   delta = (alpha/3 pi) [2 ln(Lambda^2/m^2) - 4111/420],  m << Lambda.
# m: electron mass, Lambda: dipole momentum, r_Z: Zemach radius,
# r(k): electron-line correction in units alpha/pi at exchanged momentum k.
# Loop tests use hbar = c = m = 1; the example uses Hartree atomic units.
from fractions import Fraction
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import digamma

alpha = const.fine_structure

# ---- Zemach law from a Schroedinger solution with an extended nucleus ----
lam_test = 1000.0   # dipole momentum in atomic units


def radial_rhs(r, y, energy):
    x = lam_test * r
    potential = -(1 - np.exp(-x) * (1 + x / 2)) / r
    magnetization = lam_test**3 * np.exp(-x) / (8 * np.pi)
    return [y[1], 2 * (potential - energy) * y[0],
            y[0]**2, magnetization * y[0]**2]


def shoot(energy):
    start = 1e-7
    sol = solve_ivp(radial_rhs, (start, 15.0), [start, 1.0, 0.0, 0.0],
                    args=(energy,), method="DOP853", rtol=1e-10, atol=1e-14)
    assert sol.success
    return sol.y[:, -1]


ground_energy = brentq(lambda e: shoot(e)[0], -0.6, -0.4, xtol=1e-13)
final = shoot(ground_energy)
hfs_shift = np.pi * final[3] / final[2] - 1
zemach_law = -2 * 35 / (8 * lam_test)
assert abs(hfs_shift / zemach_law - 1) < 0.05  # higher orders in 1/Lambda

# ---- weighted logarithm and full vacuum polarization ----
log_k = np.arange(-24.0, 26.0, 0.04)   # ln(k/Lambda)
k_rel = np.exp(log_k)
weight = -np.expm1(-4 * np.log1p(k_rel**2)) / k_rel
norm = weight.sum()
mean_log = (weight * 2 * log_k).sum() / norm
assert abs(norm * 0.04 - 35 * np.pi / 32) < 1e-7
assert abs(mean_log + 142 / 105) < 1e-6
assert abs(digamma(4.5) - (digamma(0.5) + 352 / 105)) < 1e-12

ratio_example = 1600.0                 # Lambda/m, round model parameter
nodes, wts = np.polynomial.legendre.leggauss(100)
feyn = (nodes + 1) / 2
xx = feyn * (1 - feyn)
k_mass = k_rel * ratio_example
pol = 6 * (np.log1p(np.outer(k_mass**2, xx)) @ (xx * wts / 2))
vp_full = 2 * (weight * pol).sum() / norm
vp_limit = 4 * np.log(ratio_example) - 634 / 105
vp_mass = 192 * np.pi / 35 / ratio_example
assert abs(vp_full - vp_limit - vp_mass) < 1e-3


# ---- gamma-matrix identities in 4, 6 and 8 Euclidean dimensions ----
def clifford(dim):
    sx = np.array([[0, 1], [1, 0]], complex)
    sy = np.array([[0, -1j], [1j, 0]])
    sz = np.diag([1.0 + 0j, -1.0])
    result = []
    for site in range(dim // 2):
        for pauli in (sx, sy):
            mat = np.eye(1, dtype=complex)
            for j in range(dim // 2):
                factor = sz if j < site else pauli if j == site else np.eye(2)
                mat = np.kron(mat, factor)
            result.append(mat)
    return result


for dim in (4, 6, 8):
    g = clifford(dim)

    def sandwich(mat):
        return sum(a @ mat @ a for a in g)

    product = np.eye(len(g[0]), dtype=complex)
    for rank in range(4):
        expected = (-1)**rank * (dim - 2 * rank) * product
        assert np.allclose(sandwich(product), expected)
        product = product @ g[rank]
    triple = g[0] @ g[1] @ g[2]        # exchanged momentum along axis 1
    mixed = 0
    for rho in range(dim):
        if rho not in (0, 2):
            t_rho = g[0] @ g[rho] @ g[2]
            mixed = mixed + g[rho] @ t_rho @ g[1] + g[1] @ t_rho @ g[rho]
    assert np.allclose(sandwich(mixed), 2 * (dim - 2) * (6 - dim) * triple)
    assert np.allclose(g[1] @ triple @ g[1], triple)


# ---- hard and soft regions from Feynman-parameter integrals ----
mp.mp.dps = 40


def hard_parts(d):
    h = d / 2
    bubble = mp.gamma(2 - h) * mp.beta(h - 1, h - 1)
    a_g = mp.gamma(2 - h) * mp.beta(h - 1, h) / 2
    a_q = -mp.gamma(3 - h) * mp.beta(h - 1, h)
    s_g = mp.gamma(3 - h) * mp.beta(h - 2, h + 1) / 4
    s_m = -mp.gamma(3 - h) * mp.beta(h - 1, h) / 4
    s_q = mp.gamma(4 - h) * mp.beta(h - 1, h) / 2
    self_energy = (2 - d) / 2 * bubble
    vertex = (2 - d)**2 * a_g - (2 - d) * a_q
    spanning = (6 - d) * ((6 - d) * s_g + 2 * (d - 2) * s_m + s_q)
    return bubble, self_energy, vertex, spanning


d_test = mp.mpf("3.7")
bub, sel, ver, spa = hard_parts(d_test)
assert abs(ver / bub - (d_test - 2) * (d_test - 3) / 2) < 1e-25
assert abs(spa / bub - (6 - d_test) * (d_test - 2) * (d_test - 5) / 4) < 1e-25
closed = (d_test - 2) * (d_test - 4) * (11 - d_test) / 4
assert abs((sel + 2 * ver + spa) / bub - closed) < 1e-25

d_near = 4 - mp.mpf("2e-12")
bub, sel, ver, spa = hard_parts(d_near)
hard_sum = float(sel + 2 * ver + spa)
param_integral = mp.quad(lambda y: (1 - y)**(d_near - 3), [0, 1])
soft_pole = float(((6 - d_near)**2 - (2 - d_near)**2)
                  * mp.gamma(2 - d_near / 2) / 2 * param_integral)
soft_finite = float(-4 * mp.quad(lambda y: (1 - y)**2 / (1 - y), [0, 1]))
soft_sum = soft_pole + soft_finite
r_regions = (hard_sum + soft_sum) / 4
assert abs(hard_sum + 7) < 1e-8 and abs(soft_sum - 2) < 1e-8

# ---- direct massive one-loop electron line, no expansion by regions ----
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.diag([1.0 + 0j, -1.0])]
one = np.eye(4, dtype=complex)
g0 = np.diag([1.0 + 0j, 1, -1, -1])
gx, gy, gz = [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
project = (one + g0) / 2
spin_w = project @ (1j * gz @ gx) / 2  # picks the sigma_y part at rest


def contract(mat):
    return g0 @ mat @ g0 - gx @ mat @ gx - gy @ mat @ gy - gz @ mat @ gz


def trace_with(mat, stack):
    return stack.reshape(-1, 16) @ mat.T.reshape(16)


def tree_line(q):
    prop = (g0 - q * gz + one) / (-q * q)
    return prop, np.trace(spin_w @ g0 @ prop @ gx)


for q in (0.01, 1.0, 100.0):
    nonrelativistic = (-2 / q**2) * (1j * q / 2)
    assert abs(tree_line(q)[1] / nonrelativistic - 1) < 1e-10


def electron_line(q, n_rad, n_psi, n_x):
    """Radiative correction r(q), in units alpha/pi, for m = 1."""
    prop_q, tree = tree_line(q)
    c_box = contract(spin_w)
    c_v1 = contract(spin_w @ g0 @ prop_q)
    c_v2 = contract(prop_q @ gx @ spin_w)
    c_self = contract(prop_q @ gx @ spin_w @ g0 @ prop_q)
    mass_insert = np.trace(spin_w @ g0 @ prop_q @ prop_q @ gx)
    c_shell = contract(project / 2)
    t_node, t_wt = np.polynomial.legendre.leggauss(n_psi)
    v_node, v_wt = np.polynomial.legendre.leggauss(n_x)
    v = (v_node + 1) / 2
    cos_th = 1 - 2 * v**4
    sin_th = np.sqrt(1 - cos_th**2)
    w_th = 4 * v**3 * v_wt
    phi = np.arange(4) * np.pi / 2     # exact for the harmonics present
    r_node, r_wt = np.polynomial.legendre.leggauss(n_rad)
    edges = np.log([3e-4, 0.02, 0.3, 2, q / 3, q, 3 * q, 30 * q, 1000 * q])
    total = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        for node, wt in zip(r_node, r_wt):
            big_k = np.exp((low + high) / 2 + (high - low) / 2 * node)
            width = min(big_k / 2, 2 / min(big_k, q))
            t_max = np.arcsinh(np.pi / 2 / width)
            psi = width * np.sinh(t_max * t_node)
            w_psi = (t_wt * t_max * width * np.cosh(t_max * t_node)
                     * np.cos(psi)**2)
            k4 = big_k * np.sin(psi)[:, None, None]
            space = big_k * np.cos(psi)[:, None, None]
            kz = space * cos_th[None, :, None]
            perp = space * sin_th[None, :, None]
            kx = perp * np.cos(phi)
            ky = perp * np.sin(phi)
            shape = kx.shape
            k4 = np.broadcast_to(k4, shape).ravel()
            kz = np.broadcast_to(kz, shape).ravel()
            kx, ky = kx.ravel(), ky.ravel()
            basis = np.stack([g0, gx, gy, gz, one]).reshape(5, 16)
            coeff = np.stack([1 - 1j * k4, kx, ky, kz, np.ones_like(kx)], 1)
            num1 = (coeff @ basis).reshape(-1, 4, 4)
            den1 = -big_k**2 - 2j * k4
            den2 = den1 - q * q + 2 * q * kz
            s1 = num1 / den1[:, None, None]
            s2 = (num1 - q * gz) / den2[:, None, None]
            s1_g0 = s1 @ g0
            gx_s1 = gx @ s1
            s2_gx_s1 = s2 @ gx_s1
            value = trace_with(c_box, s1_g0 @ s2_gx_s1)
            value = value + trace_with(c_v1, s2_gx_s1)
            value = value + trace_with(c_v2, s1_g0 @ s2)
            value = value + trace_with(c_self, s2)
            value = value - trace_with(c_shell, s1) * mass_insert
            value = value - trace_with(c_shell, s1_g0 @ s1) * tree
            value = (value / tree).real.reshape(shape).mean(axis=2)
            shell = 2 * np.pi * (w_psi @ value @ w_th)
            total += wt * (high - low) / 2 * big_k**2 * shell
    return -total / (4 * np.pi**2)


momenta = (10.0, 30.0, 100.0)
r_direct = [electron_line(q, 10, 40, 24) for q in momenta]
r_coarse = electron_line(100.0, 8, 30, 18)
print("Direct massive electron-line integral, r in units alpha/pi")
for q, value in zip(momenta, r_direct):
    print(f"  k/m = {q:5.0f}   r = {value:.4f}")
print(f"  k/m =   100   r = {r_coarse:.4f} (coarser grid)")
print(f"Limit from hard and soft regions: r = {r_regions:.6f}")
# tolerances: terms of order (m/k)^2 times logarithms, and quadrature
assert abs(r_direct[2] - r_coarse) < 0.01
assert abs(r_direct[1] - r_regions) < 0.10
assert abs(r_direct[2] - r_regions) < 0.02

# ---- assembled constant and worked example ----
constant = 2 * (Fraction(-142, 105) - Fraction(5, 3)) + 3 * Fraction(-5, 4)
assert constant == Fraction(-4111, 420)
assert abs(2 * (mean_log - 5 / 3) + 3 * r_regions - float(constant)) < 1e-5


def enhancement(mass_ratio):
    return alpha / (3 * np.pi) * (4 * np.log(mass_ratio) - 4111 / 420)


unit = alpha / (3 * np.pi)
lam_au = ratio_example / alpha
r_z = 35 / (8 * lam_au)
delta = enhancement(ratio_example)
r_p = const.physical_constants["proton rms charge radius"][0]
ratio_h = np.sqrt(12) * const.hbar / (r_p * const.m_e * const.c)
delta_h = enhancement(ratio_h)
assert 0.0145 < delta_h < 0.0155

print(f"Hard region, units alpha/4pi: {hard_sum:.6f}")
print(f"Soft region, units alpha/4pi: {soft_sum:.6f}")
print(f"  soft part from eps/eps: {soft_pole:.6f}")
print(f"  soft finite integral: {soft_finite:.6f}")
print(f"Mean of ln(k^2/Lambda^2): {mean_log:.6f}")
print(f"Constant in the bracket: {constant} = {float(constant):.6f}")
print(f"Schroedinger test, Lambda = {lam_test:.0f} a.u.")
print(f"  relative hfs shift, numerical: {hfs_shift:.6f}")
print(f"  relative hfs shift, Zemach law: {zemach_law:.6f}")
print(f"Example: Z = 1, Lambda/m = {ratio_example:.0f}")
print(f"  alpha/(3 pi) = {unit:.6e}")
print(f"  2 ln(Lambda^2/m^2) = {4 * np.log(ratio_example):.5f}")
print(f"  polarization bracket, full mass dependence: {vp_full:.5f}")
print(f"  polarization bracket, limit m << Lambda: {vp_limit:.5f}")
print(f"  first mass correction of that bracket: {vp_mass:.5f}")
print(f"  polarization part of delta: {100 * unit * vp_limit:.4f} percent")
print(f"  electron-line part of delta: {-375 * unit:.4f} percent")
print(f"  delta = {100 * delta:.4f} percent")
print(f"  Lambda = {lam_au:.1f} a.u. of momentum")
print(f"  Zemach radius = {r_z:.5e} bohr")
print(f"  Zemach term = {-2e6 * r_z:.4f} ppm of E_F")
print(f"  radiative addition = {-2e6 * r_z * delta:.4f} ppm of E_F")
print("Hydrogen, single dipole fixed by the proton charge radius")
print(f"  charge radius input = {r_p * 1e15:.4f} fm")
print(f"  Lambda/m = {ratio_h:.1f}")
print(f"  delta = {100 * delta_h:.3f} percent")
print("every check passed")
```

It prints:

```
Direct massive electron-line integral, r in units alpha/pi
  k/m =    10   r = -1.2041
  k/m =    30   r = -1.2427
  k/m =   100   r = -1.2491
  k/m =   100   r = -1.2491 (coarser grid)
Limit from hard and soft regions: r = -1.250000
Hard region, units alpha/4pi: -7.000000
Soft region, units alpha/4pi: 2.000000
  soft part from eps/eps: 4.000000
  soft finite integral: -2.000000
Mean of ln(k^2/Lambda^2): -1.352381
Constant in the bracket: -4111/420 = -9.788095
Schroedinger test, Lambda = 1000 a.u.
  relative hfs shift, numerical: -0.008804
  relative hfs shift, Zemach law: -0.008750
Example: Z = 1, Lambda/m = 1600
  alpha/(3 pi) = 7.742732e-04
  2 ln(Lambda^2/m^2) = 29.51104
  polarization bracket, full mass dependence: 23.48370
  polarization bracket, limit m << Lambda: 23.47294
  first mass correction of that bracket: 0.01077
  polarization part of delta: 1.8174 percent
  electron-line part of delta: -0.2904 percent
  delta = 1.5271 percent
  Lambda = 219257.6 a.u. of momentum
  Zemach radius = 1.99537e-05 bohr
  Zemach term = -39.9074 ppm of E_F
  radiative addition = -0.6094 ppm of E_F
Hydrogen, single dipole fixed by the proton charge radius
  charge radius input = 0.8407 fm
  Lambda/m = 1591.1
  delta = 1.525 percent
every check passed
```
